# Why a GGA cannot satisfy both one-electron and polarized-gas correlation limits

## Choosing which limit to keep

A calculation on a radical, a dissociating bond or a spin-polarized metal requires a choice of correlation functional. If it is a generalized gradient approximation (GGA), a function of the spin densities and their first gradients, two exact limits compete. One electron has no correlation energy; a fully spin-polarized uniform gas has some. A smooth GGA can respect one of these limits but not both.

The hydrogen atom shows how two GGAs divide between these limits. On its exact density PBE gives a correlation energy of −0.163 eV (−0.00598 hartree), where the correct value is zero. LYP gives zero there, and also gives zero for the polarized uniform gas. The argument below sets no minimum size for this error and does not forbid a refit that removes it for one atom. It shows that no refit removes it for every one-electron density while keeping the polarized gas; that needs another ingredient, such as the kinetic-energy density.

The restriction to full polarization is essential. Let \(\zeta=(n_\uparrow-n_\downarrow)/n\), and let \(\epsilon_c^{\rm unp}(n)\) be the correlation energy per electron of the unpolarized gas. The energy density \((1-\zeta^2)\,n\,\epsilon_c^{\rm unp}(n)\) vanishes for one electron, where \(\zeta=\pm1\), and is right for the unpolarized gas, where \(\zeta=0\). It fails for the polarized gas. If the functional sees the total density alone, or is a sum of separate terms for each spin, the conflict extends to every uniform gas.

## The same local data in two systems

The algebra uses atomic units. For full polarization a GGA has the form

\[
E_c[n]=\int F(n,w)\,d^3r,\qquad w=|\nabla n|^2 .
\]

I assume that \(F\) is twice continuously differentiable for \(n>0\) and tends to zero in vacuum. Its arguments can be replaced by

\[
r_s=\left(\frac{3}{4\pi n}\right)^{1/3},\qquad
s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}} ,
\]

with this definition of \(s\) kept for polarized densities.

Every smooth, positive \(n\) that integrates to one and has finite \(\int|\nabla n|^2/(8n)\,d^3r\), the kinetic energy of \(\sqrt n\), is the ground-state density of one electron; the Gaussian densities and their smooth perturbations used in the argument are of this kind. (The hydrogen density has a cusp at the nucleus, but it is already known to be a one-electron ground-state density.) Set \(\varphi=\sqrt n\) and \(v=\varepsilon+\nabla^2\varphi/(2\varphi)\); then \(\varphi\) solves the Schrödinger equation with energy \(\varepsilon\). For any other real trial function \(\psi=\varphi\chi\), the identity \(|\nabla\psi|^2=\varphi^2|\nabla\chi|^2+\nabla\varphi\cdot\nabla(\varphi\chi^2)\) and an integration by parts give

\[
\int\left[\tfrac12|\nabla\psi|^2+(v-\varepsilon)\psi^2\right]d^3r
=\tfrac12\int\varphi^2|\nabla\chi|^2\,d^3r\ge0 ,
\]

so no state lies lower. With one electron there is no pair repulsion, and the interacting and noninteracting kinetic energies coincide. The exchange-correlation energy is therefore \(-U\), where \(U\) is the Hartree energy. Exchange for a single orbital is already \(-U\), so \(E_c=0\).

Now take the one-electron density \(n=(\alpha/\pi)^{3/2}e^{-\alpha r^2}\) and put \(x=\sqrt\alpha\,r\). Since \(|\nabla n|=2\alpha r n\) and \(n^{1/3}=(\alpha/\pi)^{1/2}e^{-x^2/3}\),

\[
s=\frac{\alpha r}{(3\pi^2)^{1/3}n^{1/3}}
=\frac{\sqrt\pi}{(3\pi^2)^{1/3}}\,x\,e^{x^2/3}.
\]

This rises steadily from zero to infinity, so any \(s\) fixes one \(x\). The density then fixes the exponent, \(\alpha=\pi(ne^{x^2})^{2/3}\). Every pair \((r_s,s)\) found in a slowly varying gas therefore also occurs in a one-electron density. The uniform gas is matched at the Gaussian's centre, where \(s=0\).

At matched points the GGA must return the same energy density. It cannot be zero at every point of every one-electron density and nonzero in the gas.

## Why cancellation does not help

The exact condition concerns the integral, so positive and negative regions might cancel. To exclude this, suppose \(E_c[n]=0\) for every smooth one-electron density. Add a small change \(\lambda\eta(\mathbf r)\) of finite extent with \(\int\eta\,d^3r=0\). The new density still holds one electron, so the first-order change must vanish:

\[
0=\int\left(F_n\eta+2F_w\nabla n\cdot\nabla\eta\right)d^3r
=\int D\,\eta\,d^3r,\qquad
D=F_n-2\nabla\cdot(F_w\nabla n).
\]

Subscripts denote derivatives, and the second form follows by parts. If \(D\) differed between two points, opposite bumps of \(\eta\) there would give a nonzero change. So \(D\) is constant in space for each density. Let \(H\) be the matrix of second derivatives of \(n\). Because \(\nabla w=2H\nabla n\),

\[
D=F_n-2F_w\nabla^2n-2F_{wn}w-4F_{ww}\,\nabla n\cdot H\nabla n .
\]

Consider one electron shared by two distant Gaussian lobes. Both have exponent \(\alpha\) along \(x\). Their transverse exponents are \(b_1=3\alpha/2\) and \(b_2=3\alpha\), and their weights \(p_i\) are 2/3 and 1/3. The peak density of lobe \(i\) is \(p_i\sqrt{\alpha}\,b_i/\pi^{3/2}\), which equals \((\alpha/\pi)^{3/2}\) for both.

Compare two points displaced equally along \(x\) from the two centres. The density, its gradient and its curvature along \(x\) agree. Each transverse second derivative is \(-2b_in\), so the two Laplacians differ by \(-4(b_1-b_2)n\). Every other term in \(D\) is the same, hence

\[
D_1-D_2=8F_w\,n\,(b_1-b_2).
\]

Overlap of the lobes alters this by an amount that vanishes as they separate, while \(D_1=D_2\) is required at each separation. Since \(b_1\ne b_2\), it follows that \(F_w=0\). By the matching construction any \(n>0\) and \(w\ge0\) can be placed at these points, so \(F\) depends on \(n\) alone.

Constancy of \(D\) now reads \(F'(n)=\mu\). A single Gaussian contains all densities from zero to its peak, and the peak can be as high as desired, so the same \(\mu\) holds for all \(n\). With \(F\to0\) in vacuum, \(F=\mu n\). For one electron this integrates to \(\mu\), which must be zero. Thus \(F\) vanishes identically, and the functional assigns no correlation to any fully polarized system.

## The polarized gas does have correlation

It remains to show that this outcome is wrong for the uniform gas. Its correlation energy per electron, \(\epsilon_c\), is the ground-state energy minus that of the plane-wave determinant, taken in a large periodic cell with a neutralizing background. A trial state of lower energy than the determinant proves that \(\epsilon_c\) is negative. The trial state need not be uniform. The Hamiltonian commutes with a common translation of all electrons, so the polarized ground state can be chosen as an eigenstate of total momentum, whose density is uniform, and its energy lies at or below that of any polarized trial state.

First, the determinant. With \(\kappa=(6\pi^2n)^{1/3}\), the mean of \(k^2/2\) over the occupied sphere is \(3\kappa^2/10\). The exchange hole is \(-n[3j_1(\kappa r)/(\kappa r)]^2\), where \(j_0,j_1\) are spherical Bessel functions. Half its Coulomb energy is

\[
-\frac{18\pi n}{\kappa^2}\int_0^\infty\frac{j_1^2(x)}{x}\,dx
=-\frac{9\pi n}{2\kappa^2}=-\frac{3\kappa}{4\pi}.
\]

The integral is 1/4 because \(j_0'=-j_1\) and \(j_1'=j_0-2j_1/x\) give \((j_0^2+j_1^2)'=-4j_1^2/x\). The last step uses \(n=\kappa^3/(6\pi^2)\).

For the trial state, put one electron on each site of a body-centred cubic lattice, in the orbital

\[
\phi(r)=\frac{\sin(\pi r/b)}{\sqrt{2\pi b}\;r}\quad(r<b),\qquad \phi=0\quad(r\ge b),
\]

with \(b\) at most half the nearest-neighbour distance, \(0.8794\,r_s\). The orbitals do not overlap, so antisymmetrization adds no exchange energy. The energy has three parts.

- The radial function \(\sqrt{2/b}\,\sin(\pi r/b)\) gives the kinetic energy \(\pi^2/(2b^2)\).
- Separate spherical charges repel each other as points do. Point charges on this lattice in the background have energy \(M/r_s\) per electron, with \(M=-0.8959\) from an Ewald sum.
- Spreading an electron about its site costs background attraction. Its potential energy \(V\) in the background obeys \(\nabla^2V=4\pi n\), so the average of \(V\) over a sphere rises by \(2\pi nr^2/3=r^2/(2r_s^3)\).

Integration gives \(\langle r^2\rangle=Cb^2\) with \(C=1/3-1/(2\pi^2)\). The variational principle then yields

\[
\epsilon_c\le
\frac{\pi^2}{2b^2}+\frac{M}{r_s}+\frac{Cb^2}{2r_s^3}
-\frac{3\kappa^2}{10}+\frac{3\kappa}{4\pi}.
\]

With the largest allowed \(b\), and \(\kappa r_s=(9\pi/2)^{1/3}\), the right side is \(4.63/r_s^2-0.209/r_s\) in atomic units. It is negative for \(r_s\) above about 11.7 Å. This proves that correlation is present in that range, which is enough to contradict \(F\equiv0\). It does not say that correlation disappears at higher density, where the bound is merely uninformative.

A smaller \(b\) improves the bound in a dilute gas. Setting the derivative with respect to \(b\) to zero gives \(b^4=\pi^2r_s^3/C\), at which the kinetic and spreading terms are equal. For \(r_s=50\) Å this gives \(b=38.98\) Å, within the allowed range, and

\[
\epsilon_c\le(0.02474-0.25802+0.02474)-(-0.16090)=-0.04764\ \text{eV},
\]

or −0.00175 hartree. The PW92 parametrization gives −0.0590 eV, consistent with the bound.

## The conflict in PBE and LYP

A model gas makes the matching concrete. Noninteracting, fully polarized electrons with chemical potential 5 eV move in a cosine potential of amplitude 0.5 eV and period 40 Å. Diagonalization supplies their density and kinetic-energy density. The density differs from its local (Thomas–Fermi) value by at most 0.029% of that value at the sampled points; for half the period the figure is 0.117%. The gas is therefore close to its slowly varying limit.

A quarter period from the potential maximum, \(n=0.02539\) Å⁻³ and \(|\nabla n|=0.000597\) Å⁻⁴. Hence \(r_s=2.111\) Å and

\[
s=\frac{0.000597}{2(3\pi^2)^{1/3}(0.02539)^{4/3}}\approx0.0129 .
\]

The matching equation gives \(x\approx0.0226\) and \(\alpha=0.2715\) Å⁻². The one-electron Gaussian has the same \(n\) and \(|\nabla n|\) at \(r=x/\sqrt\alpha=0.0433\) Å from its centre.

At both points PBE assigns −0.4717 eV per electron (−0.01734 hartree). This is close to the PW92 uniform-gas value of −0.4718 eV, as a gas functional should be. In the Gaussian the same number is part of a spurious energy. The integrated correlation energies, all of which should be zero, are as follows.

| Functional | Matched Gaussian (eV) | Hydrogen atom (eV) |
|---|---:|---:|
| LSDA | −0.369 | −0.604 |
| PBE | −0.189 | −0.163 |
| LYP | 0.000 | 0.000 |

PBE removes 49% of the LSDA error for the Gaussian and 73% for hydrogen. The gradient term of PBE reduces the error in both cases, but the theorem forbids its removal for all one-electron densities while the polarized gas is kept.

The two-lobe construction exposes the fault locally. With \(\alpha\) as above, \(b_1-b_2=0.4072-0.8144=-0.4072\) Å⁻². For PBE, \(D_1-D_2=-0.536\) eV, both from the formula and from finite differences of the flux \(2F_w\nabla n\). To first order, moving a small fraction \(q\) of the electron from point 2 to point 1 changes the PBE correlation energy by \(-0.536\,q\) eV. The exact change is zero.

LYP pays on the other side. At this density it gives zero for the polarized uniform gas, against −0.472 eV from PW92. For the unpolarized gas it gives −0.443 eV, against −0.868 eV. The second discrepancy is a property of LYP and is not forced by the theorem, as the \((1-\zeta^2)\) example shows.

## What to do about it

The matched points can be told apart by the positive kinetic-energy density \(\tau=\tfrac12\sum_i|\nabla\varphi_i|^2\), summed over occupied orbitals. For one electron \(\varphi=\sqrt n\), so \(\nabla\varphi=\nabla n/(2\sqrt n)\) and

\[
\tau=\tau_W\equiv\frac{|\nabla n|^2}{8n}.
\]

In a slowly varying polarized gas, \(\tau\) is to leading order \(3\kappa^2n/10\). Inserting the definition of \(s\) gives

\[
\frac{\tau_W}{\tau}\approx\frac{5}{3}\,\frac{s^2}{2^{2/3}},
\]

which vanishes in the uniform limit. In the worked example the ratio is 1 for the Gaussian and \(1.76\times10^{-4}\) for the gas, although \(r_s\) and \(s\) are equal.

For full polarization, the energy density \((1-\tau_W/\tau)\,n\,\epsilon_c(n)\) meets both limits. This shows that \(\tau\) removes the obstruction; it is not a recommended functional. The factor must also be tied to spin polarization. Two opposite-spin electrons in one orbital have \(\tau=\tau_W\) too, yet they repel each other and are correlated. TPSS and SCAN are published meta-GGAs that use \(\tau\) to recognize one-electron regions.

For practical work this suggests three rules.

- To remove the correlation error in one-electron regions, as in hydrogen-atom fragments, use a meta-GGA whose correlation vanishes there; this alone does not guarantee a smaller total error (third rule). Check this by evaluating \(E_c\) with full polarization on more than one one-electron density, for example the hydrogen atom and a Gaussian. A zero for hydrogen alone is not enough: from the table, the GGA LSDA + 1.37(PBE − LSDA) vanishes for hydrogen and still gives about −0.12 eV for the Gaussian. Such tests can expose a failure but cannot prove its absence: a mixture of LSDA and two PBE-form GGAs that keeps the gas limit can be fitted to vanish on both densities and still gives about −0.06 eV for He⁺.
- When a GGA must be used for a spin-polarized metal, keep one that reproduces the uniform gas at the metal's density and polarization, such as PBE. The theorem constrains only full polarization; a GGA could match a partly polarized gas and still vanish for one electron, but PBE does not. Its one-electron correlation error need not cancel in energies relative to isolated atoms.
- Do not take \(E_c=0\) as proof that self-interaction is absent. The approximate exchange energy must separately equal \(-U\) for one electron, and a correlation functional cannot guarantee that. The exchange error can offset or dwarf the correlation error. On the hydrogen atom the PBE exchange error, about +0.18 eV, nearly cancels the −0.16 eV from correlation. On the Hartree–Fock density of H₂⁺ stretched to 5 Å the exchange error is −1.7 to −2.1 eV for PBE, B88, TPSS and SCAN, against −0.10 eV from PBE correlation.

The numerical check covers the matching, the functional derivative and the crystal bound.

## Computed values

```
gas chemical potential: 5.00 eV
gas potential amplitude: 0.50 eV
gas period: 40.0 angstrom
gas largest deviation from local density, half period: 1.17e-03
gas largest deviation from local density, full period: 2.91e-04
matched density n: 0.025387 1/angstrom^3
matched gradient: 0.000597 1/angstrom^4
matched rs: 2.1107 angstrom
matched s: 0.01294
Gaussian exponent alpha: 0.27146 1/angstrom^2
Gaussian matching radius: 0.04333 angstrom
tau_W/tau, one electron: 1.00000
tau_W/tau, gas: 1.757e-04
eps_c polarized uniform gas: -0.47182 eV
eps_c PBE at matched point: -0.47173 eV
eps_c PBE at matched point: -0.017336 hartree
E_c matched Gaussian, LSDA: -0.3688 eV
E_c matched Gaussian, PBE: -0.1892 eV
E_c matched Gaussian, LYP: 0.0000 eV
E_c hydrogen atom, LSDA: -0.6037 eV
E_c hydrogen atom, PBE: -0.1626 eV
E_c hydrogen atom, LYP: 0.0000 eV
E_c hydrogen atom, PBE: -0.005976 hartree
eps_c LYP, polarized gas: 0.0000 eV
eps_c LYP, unpolarized gas: -0.4432 eV
eps_c PW92, unpolarized gas: -0.8684 eV
lobe separation: 23.03 angstrom
lobe 1 transverse exponent: 0.40719 1/angstrom^2
lobe 2 transverse exponent: 0.81439 1/angstrom^2
D1 - D2 for PBE, finite differences: -0.53632 eV
D1 - D2 for PBE, formula: -0.53634 eV
bcc constant M (energy times rs, atomic units): -0.895929
largest sphere radius over rs: 0.87944
bound negative above rs: 11.694 angstrom
low-density example rs: 50.00 angstrom
crystal orbital radius b: 38.98 angstrom
crystal kinetic energy: 0.02474 eV
crystal point-charge energy: -0.25802 eV
crystal smearing energy: 0.02474 eV
plane-wave determinant energy: -0.16090 eV
upper bound on eps_c: -0.04764 eV
upper bound on eps_c: -0.001751 hartree
PW92 eps_c at this rs: -0.05902 eV
```
